# The McKean–Singer formula and the flux index on a torus

On a torus with sides 3 and 2, threaded by three quanta of magnetic flux, the two chiral halves of the squared Dirac operator have heat traces 25.4217 and 22.4217 at $t=0.02$. At $t=1$ the traces have fallen to 3.0279 and 0.0279. Each has changed by more than 22, yet their difference is 3.0000 at both times. The field in this example is far from uniform: it runs from $-1.46$ to $7.75$ and changes sign. Why is the difference constant, and why is it the number of flux quanta?

Two derivations follow. One computes the difference of traces at small $t$; the other solves for the zero modes.

## The operator and its square

Set $\hbar=c=1$ and absorb the charge in the vector potential. Lengths are in an arbitrary unit, so $t$ has the dimension of length squared. Let the periods be $L_1,L_2$ and take

$$A=(0,B_0x)+a(x,y),\qquad D_j=\partial_j-iA_j,\qquad \pi_j=-iD_j,$$

with $a$ real, smooth and periodic. The field is $B=B_0+b$, where $b=\partial_xa_2-\partial_ya_1$ has zero mean. Since $A_2$ grows by $B_0L_1$ across the torus, the wave function must acquire a compensating phase:

$$\psi(x+L_1,y)=e^{iB_0L_1y}\psi(x,y),\qquad \psi(x,y+L_2)=\psi(x,y).$$

Going to $(x+L_1,y+L_2)$ in the two possible orders gives phases $e^{iB_0L_1(y+L_2)}$ and $e^{iB_0L_1y}$. They agree if

$$B_0L_1L_2=2\pi N,\qquad N\in\mathbb Z.$$

Thus $N=(1/2\pi)\int B\,d^2x$. The functions $\pi_j\psi$ obey the same boundary conditions as $\psi$, so boundary terms cancel in integrations by parts and $\pi_j$ is symmetric.

The Dirac operator is $D=\sigma_1\pi_1+\sigma_2\pi_2$. From $\sigma_1\sigma_2=-\sigma_2\sigma_1=i\sigma_3$,

$$D^2=\pi_1^2+\pi_2^2+i\sigma_3[\pi_1,\pi_2].$$

Here $[D_1,D_2]=-iB$, hence $[\pi_1,\pi_2]=-[D_1,D_2]=iB$ and

$$D^2=\pi^2-B\sigma_3,\qquad H_\pm=\pi^2\mp B .$$

The supertrace is $\mathrm{Str}\,e^{-tD^2}=\mathrm{Tr}(\sigma_3e^{-tD^2})=\mathrm{Tr}\,e^{-tH_+}-\mathrm{Tr}\,e^{-tH_-}$. Let $n_\pm$ be the number of zero modes of $D$ with $\sigma_3=\pm1$. The claim is

$$\boxed{\mathrm{Str}\,e^{-tD^2}=n_+-n_-=N\quad\text{for every }t>0.}$$

## Why the traces exist

First take $a=0$ and write $\pi_{0j}$ for the corresponding operators. Expand $\psi=\sum_ke^{2\pi iky/L_2}g_k(x)$. Because $e^{iB_0L_1y}=e^{2\pi iNy/L_2}$, the boundary condition says $g_k(x+L_1)=g_{k-N}(x)$. For $N\ne0$, the functions $g_0,\dots,g_{|N|-1}$ therefore determine all others, and the pieces on $0<x<L_1$ join into functions on the whole line:

$$\int|\psi|^2d^2x=L_2\sum_{j=0}^{|N|-1}\int_{-\infty}^{\infty}|g_j|^2dx .$$

The Hilbert space is $|N|$ copies of $L^2(\mathbb R)$. On copy $j$,

$$\pi_0^2=-\frac{d^2}{dx^2}+B_0^2(x-x_j)^2,\qquad x_j=\frac{2\pi j}{B_0L_2}=\frac{jL_1}{N}.$$

This is an oscillator with eigenvalues $|B_0|(2n+1)$. Each level is $|N|$-fold, and

$$\mathrm{Tr}\,e^{-t\pi_0^2}=|N|\sum_{n\ge0}e^{-|B_0|(2n+1)t}=\frac{|N|}{2\sinh(|B_0|t)}\le\frac{L_1L_2}{4\pi t}, \tag{1}$$

where the bound uses $\sinh u\ge u$. For $N=0$ the eigenfunctions are plane waves, and the Gaussian sum over their wave vectors is also at most $C/t$ for $0<t\le1$. Below, $C$ denotes constants independent of $t$, and $t\le1$ in all estimates.

The operators $\pi_{01}\pm i\pi_{02}$ shift the oscillator level by one, so for $a=0$ the Dirac operator splits into finite Hermitian blocks, with eigenvalues of finite multiplicity that tend to infinity in magnitude. (For $N=0$ the blocks belong to single plane waves.) Adding the bounded symmetric term $-\sigma\cdot a$ preserves self-adjointness and the discrete spectrum.

For the trace bound at general $a$, define $H_s=\pi^2-sB$ with $|s|\le1$. Since $\pi_0=\pi+a$, we have $\|\pi_0\psi\|^2\le2\|\pi\psi\|^2+2\|a\psi\|^2$. Consequently

$$H_s\ge\tfrac12\pi_0^2-c,\qquad c=\max|a|^2+\max|B|. \tag{2}$$

By the min–max principle the ordered eigenvalues satisfy the same inequality, so $\mathrm{Tr}\,e^{-tH_s}\le e^{ct}\,\mathrm{Tr}\,e^{-t\pi_0^2/2}\le C/t$. Both traces in the claim are finite.

## First derivation: constant in $t$, evaluated at small $t$

**The pairing.** The operator $D$ commutes with $D^2$ and anticommutes with $\sigma_3$. Let $E_\lambda^\pm$ be the eigenspace $D^2=\lambda$, $\sigma_3=\pm1$. Then $D$ maps $E^+_\lambda$ into $E^-_\lambda$ and back. For $\lambda>0$ the map has the inverse $D/\lambda$, because $D\,D/\lambda=1$ on these spaces. Their dimensions are equal, and

$$\mathrm{Str}\,e^{-tD^2}=\sum_\lambda e^{-t\lambda}(\dim E^+_\lambda-\dim E^-_\lambda)=n_+-n_- .$$

The zero eigenvalue alone survives; since $\|D\psi\|^2=\langle\psi,D^2\psi\rangle$, the kernels of $D^2$ and $D$ coincide. This is the McKean–Singer formula.

In the example the three lowest eigenvalues of $H_+$ vanish to $3\times10^{-13}$. The next ones are 3.6507, 6.3611, 8.9309 and 10.2515, and the same four numbers begin the spectrum of $H_-$. At $t=1$ they contribute

$$e^{-3.6507}+e^{-6.3611}+e^{-8.9309}+e^{-10.2515}\approx0.02597+0.00173+0.00013+0.00004=0.02787$$

to each trace, which accounts for the 0.0279 quoted at the start.

The anticommutation with $\sigma_3$ is essential. With a mass term, $(D+m\sigma_3)^2=D^2+m^2$, because the cross terms cancel, and the supertrace becomes $e^{-m^2t}(n_+-n_-)$, which does depend on $t$.

**An integral for the difference.** Since $H_{\pm1}=H_\pm$ and $\frac{d}{ds}\mathrm{Tr}\,e^{-tH_s}=t\,\mathrm{Tr}(Be^{-tH_s})$ by cyclicity of the trace,

$$\mathrm{Str}\,e^{-tD^2}=t\int_{-1}^{1}ds\,\mathrm{Tr}\big(Be^{-tH_s}\big). \tag{3}$$

The trace grows at most as $1/t$, since $B$ is bounded, and the prefactor vanishes as $t$. The limit $t\to0$ therefore requires just the part of the trace of order $1/t$, which may be zero.

**Replacing $H_s$ by $\pi_0^2$.** Using $\pi_{0j}a_j=a_j\pi_{0j}-i\partial_ja_j$,

$$H_s=(\pi_0-a)^2-sB=\pi_0^2+V,\qquad V=-2a\cdot\pi_0+i\nabla\!\cdot a+a^2-sB .$$

Differentiating $e^{-(t-u)\pi_0^2}e^{-uH_s}$ with respect to $u$ and integrating from 0 to $t$ gives Duhamel's formula:

$$e^{-tH_s}-e^{-t\pi_0^2}=-\int_0^tdu\,e^{-(t-u)\pi_0^2}\,V\,e^{-uH_s}. \tag{4}$$

To bound $V$, apply (2) to $\chi=e^{-uH_s}\psi$ with $\|\psi\|=1$:

$$\|\pi_0\chi\|^2\le2\langle\chi,(H_s+c)\chi\rangle\le2e^{2cu}\max_{\mu\ge0}\mu e^{-2u\mu}=\frac{e^{2cu}}{e\,u}.$$

Thus $\|Ve^{-uH_s}\|\le Cu^{-1/2}$. The trace norm of the integrand in (4) is at most $Ct^{-1}u^{-1/2}$, for the following reason. If $u<t/2$, the left exponential has time at least $t/2$ and trace norm at most $C/t$. If $u\ge t/2$, split $e^{-uH_s}$ into two equal factors: one controls $V$, the other has trace norm at most $C/t$. Integration over $u$ gives $Ct^{-1/2}$. With the factor $t$ in (3) and bounded $B$,

$$\mathrm{Str}\,e^{-tD^2}=2t\,\mathrm{Tr}\big(Be^{-t\pi_0^2}\big)+O(\sqrt t). \tag{5}$$

**The varying part of the field drops out.** Because $\partial_jf=i[\pi_{0j},f]$, we can write

$$b=i[\pi_{01},a_2]-i[\pi_{02},a_1].$$

Cyclicity moves the commutator onto the exponential:

$$\mathrm{Tr}\big(i[\pi_{0j},f]e^{-t\pi_0^2}\big)=i\,\mathrm{Tr}\big(f[e^{-t\pi_0^2},\pi_{0j}]\big).$$

This is legitimate because part of the exponential can accompany $\pi_{0j}$ and make it bounded. From $[\pi_{01},\pi_{02}]=iB_0$,

$$[\pi_0^2,\pi_{01}]=-2iB_0\pi_{02},\qquad[\pi_0^2,\pi_{02}]=2iB_0\pi_{01},$$

and, by the same differentiation in $u$ as before,

$$[e^{-t\pi_0^2},\pi_{0j}]=-\int_0^tdu\,e^{-(t-u)\pi_0^2}[\pi_0^2,\pi_{0j}]e^{-u\pi_0^2}.$$

The integrand has one factor $\pi_0$, exactly the situation just estimated, so its integral has trace norm at most $Ct^{-1/2}$. Hence $t\,\mathrm{Tr}(be^{-t\pi_0^2})=O(\sqrt t)$. Physically, a short diffusion time samples the torus evenly to leading order, and $b$ averages to zero.

**The limit.** For $N\ne0$, equations (1) and (5) leave

$$\mathrm{Str}\,e^{-tD^2}=\frac{tB_0|N|}{\sinh(|B_0|t)}+O(\sqrt t)\;\longrightarrow\;\frac{B_0}{|B_0|}|N|=N .$$

For $N=0$ we have $B_0=0$ and the limit is zero. The left side does not depend on $t$, so its limit is its value at every $t>0$.

**Reading the small-$t$ numbers.** The example has $L_1=3$, $L_2=2$, $N=3$, so $B_0=2\pi\cdot3/6=3.1416$. Its periodic potential is $a=(-\partial_y\phi,\partial_x\phi)$ with

$$\phi=0.4\cos k_1x+0.2\cos(k_1x+k_2y),\qquad k_i=2\pi/L_i .$$

At $t=0.02$ the expression $2t\,\mathrm{Tr}(Be^{-t\pi_0^2})$ is 2.9980. The formula gives the same: with $B_0t=0.06283$, $3B_0t/\sinh(B_0t)\approx3(1-0.06283^2/6)=2.9980$.

The contribution of $b$ vanishes here at every $t$, by symmetry. The harmonic $e^{ik_1x}$ gives copy $j$ a factor $e^{2\pi ij/3}$, and these factors sum to zero. The other harmonic changes $k$ by one, so it connects different copies and has no diagonal part.

Keeping $\pi^2$ in place of $\pi_0^2$ gives 2.9948 at $t=0.02$, but 0.657 at $t=1$. The estimate is good at small $t$; the supertrace itself remains 3. Between $t=0.05$ and $0.02$ the deviation of this estimate from 3 falls from 0.0312 to 0.0052, a factor of 6.0, close to $(0.05/0.02)^2=6.25$. In this example the error thus shrinks faster than the proven bound $O(\sqrt t)$ requires.

**A caution about finite matrices.** If $D$ is cut down to a square matrix $M$ from positive to negative chirality, then $M^\dagger M$ and $MM^\dagger$ have the same spectrum and the supertrace is zero. The quoted traces come instead from separate matrices for $\pi^2-B$ and $\pi^2+B$, each in 420 functions. At $t=0$ even these would give $420-420=0$. The limit $t\to0$ must be taken after the basis is complete. At $t=0.02$ the uniform-field weight at the cutoff, $e^{-2B_0\cdot140\,t}=e^{-17.6}$, is already negligible.

## Second derivation: counting the zero modes

**Reducing the potential.** Solve $\nabla^2\phi=b$ by Fourier series, which is possible because $b$ has zero mean. Then $a-(-\partial_y\phi,\partial_x\phi)$ is periodic and curl-free, hence a gradient $\nabla\chi$ plus a constant vector $h$. The factor $e^{i\chi}$ in $\psi$ removes the gradient. Take $h=0$ for the moment.

**Positive chirality.** The equation is $(D_1+iD_2)\psi=0$. Inserting $A_1=-\partial_y\phi$ and $A_2=B_0x+\partial_x\phi$,

$$D_1+iD_2=\partial_x+i\partial_y-iA_1+A_2=(\partial_x+i\partial_y)+\big[(\partial_x+i\partial_y)(\tfrac12B_0x^2+\phi)\big].$$

The bracket is a function, removed by an exponential factor:

$$\psi=e^{-B_0x^2/2-\phi}f,\qquad(\partial_x+i\partial_y)f=0 .$$

So $f$ is holomorphic in $z=x+iy$. Periodicity in $y$ gives $f=\sum_kc_ke^{2\pi kz/L_2}$, and the condition in $x$ becomes

$$f(z+L_1)=e^{B_0L_1z+B_0L_1^2/2}f(z).$$

Write $\tau=L_1/L_2$. Then $B_0L_1=2\pi N/L_2$ and $B_0L_1^2/2=\pi N\tau$. Comparing coefficients of $e^{2\pi kz/L_2}$,

$$c_ke^{2\pi k\tau}=c_{k-N}e^{\pi N\tau}.$$

For $N\ne0$ put $c_k=d_ke^{-\pi k^2\tau/N}$. Since $-(k-N)^2/N+N=-k^2/N+2k$, the exponentials cancel and $d_k=d_{k-N}$.

If $N>0$, the coefficients decay as a Gaussian and the series converges. There are $N$ free constants, one for each remainder $j$ of $k$ modulo $N$. If $N<0$, any nonzero coefficient generates a sequence growing as $e^{\pi k^2\tau/|N|}$, which cannot be the Fourier coefficients of a normalizable function. Hence $n_+=N$ for $N>0$ and $n_+=0$ for $N<0$.

Setting $k=j+Nm$ in the exponent gives $-\pi j^2\tau/N-2\pi jm\tau-\pi Nm^2\tau+2\pi(j+Nm)z/L_2$. The sum over $m$ is therefore a Jacobi theta function:

$$f_j=e^{-\pi j^2\tau/N+2\pi jz/L_2}\,\theta_3(w,q),\qquad\theta_3(w,q)=\sum_mq^{m^2}e^{2imw},$$

$$q=e^{-\pi N\tau},\qquad w=i\pi\Big(j\tau-\frac{Nz}{L_2}\Big),\qquad j=0,\dots,N-1 .$$

**Negative chirality.** Similarly,

$$D_1-iD_2=(\partial_x-i\partial_y)-\big[(\partial_x-i\partial_y)(\tfrac12B_0x^2+\phi)\big],$$

so $\psi=e^{B_0x^2/2+\phi}g(\bar z)$ with $g=\sum_kc_ke^{-2\pi k\bar z/L_2}$. The boundary condition is $g(\bar z+L_1)=e^{-B_0L_1\bar z-B_0L_1^2/2}g(\bar z)$, hence

$$c_ke^{-2\pi k\tau}=c_{k-N}e^{-\pi N\tau},\qquad c_k=d_ke^{+\pi k^2\tau/N},\quad d_k=d_{k-N}.$$

The sign in the exponent is reversed. There is no mode for $N>0$, and there are $|N|$ for $N<0$. In both cases $n_+-n_-=N$, and the pairing of positive eigenvalues turns this count into the supertrace.

**A constant potential, and zero flux.** For $h\ne0$, the positive-chirality solution gains a factor $e^{\eta x}$ with $\eta=ih_1-h_2$, and the recursion gains a constant factor $e^{-\eta L_1}$. This changes $c_k$ by an exponential linear in $k$, which the Gaussian dominates. The same holds for the other chirality, so the count for $N\ne0$ stands.

For $N=0$ the recursion no longer links different $k$. It reads $c_ke^{2\pi k\tau}=c_ke^{-\eta L_1}$, which allows a nonzero $c_k$ if $h_2=2\pi k/L_2$ and $h_1$ is an integer multiple of $2\pi/L_1$. The negative-chirality equation gives the same condition. Thus $n_+=n_-=1$ for these special constants and $n_+=n_-=0$ otherwise. The constant $h$ can create or remove a pair of zero modes while the index stays zero.

**The modes in the example.** The three theta functions satisfy the differential equation with a largest residual of $5\times10^{-11}$ at the sampled points, and they lie in the numerical null space of $H_+$ to the printed precision. After normalization their overlap matrix has eigenvalues 0.912, 0.954 and 1.134. All are positive, so the modes are independent. They are not orthogonal: different $f_j$ contain different harmonics in $y$, but the common weight $e^{-2\phi}$ depends on $y$ and mixes them.

A lattice calculation, which uses no Landau functions, tests the index for other fluxes. At $t=0.2$ and $N=-2$ it gives $-2.0302$ and $-2.0133$ on two meshes, and $-1.9997$ after removal of the error quadratic in the mesh size. For $N=3$ the extrapolated value is 2.9995. The value zero at $N=0$ is a weaker check: a shift by $L_1/2$ reverses this particular field, and together with complex conjugation it exchanges $H_+$ and $H_-$. This also holds on the lattice when the number of sites along $x$ is even, as it is on both meshes (24 and 36 sites).

## What each derivation assumes

Both derivations use a compact torus and a smooth potential. On the infinite plane with a uniform field each level is infinitely degenerate, the separate traces diverge, and their difference has no meaning without further prescription.

The heat-trace derivation needs the chiral pairing, a trace bound of order $1/t$ and control of $V$ by $\pi_0$. It never solves $D\psi=0$, and it treats every smooth periodic $a$ and every sign of $N$ at once. In return it yields just the difference $n_+-n_-$. The case $N=0$ shows what this leaves open: index zero is compatible with no zero modes or with one of each chirality.

The theta-function derivation needs no small-$t$ estimate. It relies on a feature of two dimensions, that the zero-mode equation for each chirality becomes the condition for a holomorphic or antiholomorphic function once an exponential is factored out. It gives $n_+$ and $n_-$ separately, together with the modes. By itself it says nothing about positive eigenvalues, so the statement about the supertrace at every $t$ still requires the pairing.

The two routes also locate the flux differently. In the first, $N$ is the integral of a local density, obtained from arbitrarily short diffusion times. In the second, it is the step of a recursion imposed by the boundary phase around the whole torus. Flux quantization ties the two together. The numerical output below gives the traces, eigenvalues and lattice values in full.

## Computed values

```
torus periods L1, L2 [length]: 3.0 2.0  flux number N: 3
mean field B0 [1/length^2]: 3.141593
smallest, largest B on grid [1/length^2]: -1.4642, 7.7474
flux integral / (2 pi): 3.00000000
Landau levels kept: 140  functions: 420
largest |eigenvalue| of the 3 zero modes [1/length^2]: 2.9e-13
next eigenvalues of H_plus [1/length^2]: 3.650737 6.361052 8.930942 10.251507
first eigenvalues of H_minus [1/length^2]: 3.650737 6.361052 8.930942 10.251507
t [length^2], Tr exp(-tH_plus), Tr exp(-tH_minus), supertrace:
  1.00  3.027870  0.027870  3.000000
  0.20  4.294099  1.294099  3.000000
  0.05  11.167054  8.167054  3.000000
  0.02  25.421654  22.421654  3.000000
t [length^2], 2t Tr(B exp(-t pi^2)), 2t Tr(B exp(-t pi_0^2)):
  1.00  0.656655  0.816087
  0.20  2.616348  2.811336
  0.05  2.968849  2.987698
  0.02  2.994798  2.998027
integral over s at t = 0.2 length^2: 3.000000
theta modes: worst residual of equation: 4.8e-11
theta modes: worst boundary mismatch: 1.4e-15
eigenvalues of their normalized overlap matrix: 0.911872 0.953926 1.134202
smallest weight in numerical null space: 1.0000000000
lattice, uniform field: lowest eigenvalues / B0: 0.9973 0.9973 0.9973 2.9864 2.9864 2.9864
lattice supertrace at t = 0.2 length^2 (mesh L1/24, L1/36, extrapolated):
  N =  3: 3.05033  3.02209  2.99950
  N =  0: 0.00000  0.00000  0.00000
  N = -2: -2.03020  -2.01325  -1.99969
```
